# Hydrodynamic Long-Time Tail of the Heat-Flux Correlation in a Simple Fluid: test program

```python
"""
Result under test: long-time tail of the heat-flux correlation of a simple fluid,
  C(t) = <J_x(t) J_x(0)>/V
       ~ kB^2 T^3 cp (d-1)/d [4 pi (nu+DT) t]^(-d/2)
         + (kB T)^2 c^2 / d [4 pi Gamma t]^(-d/2).
J: heat flux at zero total momentum; cp: heat capacity per mass; c: sound speed;
nu: kinematic viscosity; DT: thermal diffusivity; Gamma: sound damping, with
sound amplitude ~ exp(-Gamma k^2 t/2); d: dimension.
Reduced units: sphere diameter sigma = 1, mass m = 1, kB T = 1, kB = 1,
time tau = sigma sqrt(m/(kB T)). Mass density equals number density.
The tests address mode coupling; no particle trajectories are simulated.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm

# Chosen inputs of the model fluid
density, eta, zeta, conductivity = 0.5, 0.5, 0.4, 2.4
cv = 1.5

# ---------- Thermodynamics from the Carnahan-Starling equation of state ----------
n, e, eps = sp.symbols("n e eps", positive=True)
phi = sp.pi * n / 6
Z_expr = (1 + phi + phi**2 - phi**3) / (1 - phi)**3
Z = float(Z_expr.subs(n, density))
Z_slope = float(sp.diff(Z_expr, n).subs(n, density))
p_n = Z + density * Z_slope          # (dp/dn) at fixed T
p_T = density * Z                    # (dp/dT) at fixed n
cp = cv + p_T**2 / (density**2 * p_n)
c2 = p_n + p_T**2 / (density**2 * cv)
c = np.sqrt(c2)
gamma = cp / cv
nu = eta / density
DT = conductivity / (density * cp)


def longitudinal_viscosity(d):
    return (2 * (d - 1) / d * eta + zeta) / density


def sound_damping(d):
    return longitudinal_viscosity(d) + (gamma - 1) * DT


Gamma = sound_damping(3)
heat_weight, sound_weight = cp, c2   # kB^2 T^3 cp and (kB T)^2 c^2


def tail_parts(t, d=3):
    heat = heat_weight * (d - 1) / d * (4 * np.pi * (nu + DT) * t)**(-d / 2)
    sound = sound_weight / d * (4 * np.pi * sound_damping(d) * t)**(-d / 2)
    return heat, sound


# ---------- Test: fluctuations from the Hessian of the entropy density ----------
excess = (4 * phi - 3 * phi**2) / (1 - phi)**2
entropy_density = n * (sp.Rational(3, 2) * sp.log(e / n) - sp.log(n) - excess)
pressure = sp.Rational(2, 3) * e * Z_expr
specific_entropy = entropy_density / n
state = {n: density, e: 1.5 * density}
legendre = (entropy_density - e * sp.diff(entropy_density, e)
            - n * sp.diff(entropy_density, n))
assert abs(float(legendre.subs(state)) - density * Z) < 1e-10
hessian = np.array(sp.hessian(entropy_density, (n, e)).subs(state).evalf(), float)
covariance = -np.linalg.inv(hessian)
grad_s = np.array([float(sp.diff(specific_entropy, q).subs(state)) for q in (n, e)])
grad_p = np.array([float(sp.diff(pressure, q).subs(state)) for q in (n, e)])
var_s = grad_s @ covariance @ grad_s
var_p = grad_p @ covariance @ grad_p
cov_sp = grad_s @ covariance @ grad_p
assert np.isclose(var_s, cp / density, rtol=1e-9)
assert np.isclose(var_p, density * c2, rtol=1e-9)
assert abs(cov_sp) < 1e-9

# ---------- Test: second-order form of the convective heat flux ----------
n_line = density + sp.Rational(3, 10) * eps
T_line = 1 - sp.Rational(7, 10) * eps
u = sp.Rational(11, 10)
line = {n: n_line, e: sp.Rational(3, 2) * n_line * T_line}
w0 = cv + Z
flux = ((e + pressure).subs(line, simultaneous=True)
        + n_line * (eps * u)**2 / 2) * eps * u - w0 * n_line * eps * u
first_order = float(sp.diff(flux, eps).subs(eps, 0))
second_order = float(sp.diff(flux, eps, 2).subs(eps, 0)) / 2
ds = float(sp.diff(specific_entropy.subs(line, simultaneous=True), eps).subs(eps, 0))
dp = float(sp.diff(pressure.subs(line, simultaneous=True), eps).subs(eps, 0))
assert abs(first_order) < 1e-10
assert np.isclose(second_order, (density * ds + dp) * float(u), rtol=1e-9)


# ---------- Linearized hydrodynamics for density, velocity, temperature ----------
def hydro_matrix(kvec, nu_long):
    """Matrix H in d(fields)/dt = -H fields, for the wave exp(i k.r)."""
    kvec = np.asarray(kvec, float)
    dim, ksq = len(kvec), kvec @ kvec
    H = np.zeros((dim + 2, dim + 2), complex)
    H[0, 1:-1] = 1j * density * kvec
    H[1:-1, 0] = 1j * kvec * p_n / density
    H[1:-1, -1] = 1j * kvec * p_T / density
    H[1:-1, 1:-1] = nu * ksq * np.eye(dim) + (nu_long - nu) * np.outer(kvec, kvec)
    H[-1, 1:-1] = 1j * kvec * p_T / (density * cv)
    H[-1, -1] = conductivity * ksq / (density * cv)
    return H


# Test: mode rates from diagonalization at a small wave number
k_small = 0.01
rates = np.linalg.eigvals(hydro_matrix([k_small], longitudinal_viscosity(3)))
rates = rates[np.argsort(rates.imag)]
assert np.isclose(rates[1].real / k_small**2, DT, rtol=2e-3)
assert np.isclose(rates[2].real / k_small**2, Gamma / 2, rtol=2e-3)
assert np.isclose(rates[2].imag / k_small, c, rtol=2e-3)

# Equilibrium variances per volume and the enthalpy fluctuation density*delta w
var_n, var_v, var_T = density / p_n, 1 / density, 1 / (density * cv)
enthalpy_n, enthalpy_T = density * Z_slope, density * (cv + Z)


def full_correlation(t, d):
    """Wave-vector integral with the full linear propagator, no mode expansion."""
    k = np.linspace(0, np.sqrt(20 / t), 4001)
    nu_long = longitudinal_viscosity(d)
    plus, minus = hydro_matrix([1.0], nu_long), hydro_matrix([-1.0], nu_long)
    odd, even = (plus - minus) / 2, (plus + minus) / 2
    H = k[:, None, None] * odd + (k**2)[:, None, None] * even
    values, vectors = np.linalg.eig(H)
    G = (vectors * np.exp(-values * t)[:, None, :]) @ np.linalg.inv(vectors)
    F = G * np.array([var_n, var_v, var_T])
    a = np.array([enthalpy_n, 0, enthalpy_T])
    F_aa = np.einsum("i,kij,j->k", a, F, a)
    F_av = np.einsum("i,kij->kj", a, F)[:, 1]
    F_va = np.einsum("kij,j->ki", F, a)[:, 1]
    shear = var_v * np.exp(-nu * k**2 * t)
    pairs = F_aa * (F[:, 1, 1].conj() + (d - 1) * shear) + F_av * F_va.conj()
    measure = k**2 / (2 * np.pi**2) if d == 3 else k / (2 * np.pi)
    y = measure * pairs.real / d
    return float(np.sum((y[1:] + y[:-1]) * np.diff(k)) / 2)


# Test: tail amplitude and exponent in two and three dimensions
exponent, late_ratio = {}, {}
for d in (2, 3):
    early, late = full_correlation(200, d), full_correlation(800, d)
    dev_early = abs(early / sum(tail_parts(200, d)) - 1)
    dev_late = abs(late / sum(tail_parts(800, d)) - 1)
    assert dev_late < 0.005 and dev_late < 0.5 * dev_early + 1e-5
    exponent[d] = np.log(late / early) / np.log(4)
    late_ratio[d] = late / sum(tail_parts(800, d))
    assert abs(exponent[d] + d / 2) < 0.01


# ---------- Four mode pairs in a periodic cubic box ----------
def box_correlation(L, t, nmax=20):
    i = np.arange(-nmax, nmax + 1)
    nsq = (i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2).ravel()
    k = 2 * np.pi / L * np.sqrt(nsq[nsq > 0])
    q, wave = k**2 * t, np.cos(c * k * t)
    heat = 2 / 3 * np.exp(-(nu + DT) * q) + wave / 3 * np.exp(-(DT + Gamma / 2) * q)
    sound = np.exp(-Gamma * q) / 3 + 2 / 3 * wave * np.exp(-(nu + Gamma / 2) * q)
    return float(np.sum(heat_weight * heat + sound_weight * sound)) / L**3


# Test: pair formula against random Gaussian fields moved by matrix exponentials
rng = np.random.default_rng(7)
M, L_mc, t_mc = 5, 400.0, 240.0
cell = (L_mc / M)**3
k_axis = 2 * np.pi * np.fft.fftfreq(M) * M / L_mc
propagator = np.zeros((M, M, M, 5, 5), complex)
for ix, iy, iz in np.ndindex(M, M, M):
    kvec = [k_axis[ix], k_axis[iy], k_axis[iz]]
    propagator[ix, iy, iz] = expm(-t_mc * hydro_matrix(kvec, longitudinal_viscosity(3)))
spread = np.sqrt(np.array([var_n, var_v, var_v, var_v, var_T]) / cell)


def total_flux(fields):
    enthalpy = enthalpy_n * fields[:, 0] + enthalpy_T * fields[:, 4]
    return cell * np.einsum("sxyz,sixyz->si", enthalpy, fields[:, 1:4])


products_0, products_t = [], []
for batch in range(20):
    fields = rng.normal(size=(2000, 5, M, M, M)) * spread[None, :, None, None, None]
    fields -= fields.mean(axis=(2, 3, 4), keepdims=True)
    spectrum = np.fft.fftn(fields, axes=(2, 3, 4))
    moved = np.einsum("xyzab,sbxyz->saxyz", propagator, spectrum)
    later = np.fft.ifftn(moved, axes=(2, 3, 4)).real
    J0, Jt = total_flux(fields), total_flux(later)
    products_0.append((J0 * J0).mean(axis=1) / L_mc**3)
    products_t.append((Jt * J0).mean(axis=1) / L_mc**3)
products_0, products_t = np.concatenate(products_0), np.concatenate(products_t)
C0_box, Ct_box = box_correlation(L_mc, 0, 2), box_correlation(L_mc, t_mc, 2)
err_0 = products_0.std() / np.sqrt(products_0.size)
err_t = products_t.std() / np.sqrt(products_t.size)
assert abs(products_0.mean() - C0_box) < 5 * err_0
# The extra 0.5 percent of C(0) covers finite-k mixing absent from the pair formula
assert abs(products_t.mean() - Ct_box) < 5 * err_t + 0.005 * C0_box

# Test: loss caused by the absent k = 0 pairs before sound crosses the box
loss = sum(tail_parts(12)) - box_correlation(100, 12)
loss_formula = (heat_weight + sound_weight) / 100**3
assert np.isclose(loss, loss_formula, rtol=0.01)


# ---------- Test: self-consistent spreading in one and two dimensions ----------
def spreading(d, log_times):
    """Solve y'' = y^(-d/2), y(1) = y'(1) = 1, using log time."""
    def rhs(x, f):
        return [np.exp(x) * f[1], np.exp(x) * f[0]**(-d / 2)]
    sol = solve_ivp(rhs, (0, log_times[-1]), [1.0, 1.0], method="DOP853",
                    t_eval=log_times, rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y[0]


x1 = np.array([25.0, 30.0])
y1 = spreading(1, x1)
power_1d = -0.5 * np.log(y1[1] / y1[0]) / (x1[1] - x1[0])
x2 = np.array([300.0, 600.0])
y2 = spreading(2, x2)
log_scaled_tail = x2 - np.log(y2)     # logarithm of t*y''
log_power_2d = (log_scaled_tail[1] - log_scaled_tail[0]) / np.log(x2[1] / x2[0])
assert abs(power_1d + 2 / 3) < 0.005
assert abs(log_power_2d + 0.5) < 0.02

# ---------- Worked example at t = 10 tau ----------
t_ex = 10.0
heat_ex, sound_ex = tail_parts(t_ex)
tail_ex = heat_ex + sound_ex
A_heat, A_sound = tail_parts(1.0)
A_total = A_heat + A_sound
# Substitution t = t_ex/x^2 maps the infinite time integral to a finite interval
missing = quad(lambda x: sum(tail_parts(t_ex / x**2)) * 2 * t_ex / x**3, 0, 1)[0]
assert np.isclose(missing, 2 * A_total / np.sqrt(t_ex), rtol=1e-8)

# Rough size of the three-velocity term, all components spreading with nu
nodes, weights = np.polynomial.hermite_e.hermegauss(8)
weights = weights / weights.sum()
vx, vy, vz = np.meshgrid(nodes, nodes, nodes, indexing="ij")
w3 = weights[:, None, None] * weights[None, :, None] * weights[None, None, :]
cubic = (vx**2 + vy**2 + vz**2) * vx
linear_part = np.sum(w3 * cubic * vx)
cubic_factor = np.sum(w3 * (cubic - linear_part * vx)**2)
three_velocity = (density**2 / 4 * cubic_factor / density**3
                  * (4 * np.pi * nu * t_ex)**(-3) * 3**(-1.5))

print("Reduced units: sigma, m, kB*T; tau = sigma*sqrt(m/(kB*T))")
print("Unit of C: (kB*T)^3/(m*sigma^3)")
print(f"density = {density:.2f} sigma^-3")
print(f"packing fraction = {np.pi*density/6:.4f} (no unit)")
print(f"shear viscosity = {eta:.2f} m/(sigma*tau)")
print(f"bulk viscosity = {zeta:.2f} m/(sigma*tau)")
print(f"thermal conductivity = {conductivity:.2f} kB/(sigma*tau)")
print(f"compressibility factor Z = {Z:.4f} (no unit)")
print(f"(dp/dn)_T = {p_n:.4f} kB*T")
print(f"cv = {cv:.3f} kB/m")
print(f"cp = {cp:.4f} kB/m")
print(f"gamma = cp/cv = {gamma:.4f} (no unit)")
print(f"sound speed = {c:.4f} sigma/tau")
print(f"kinematic viscosity nu = {nu:.4f} sigma^2/tau")
print(f"thermal diffusivity DT = {DT:.4f} sigma^2/tau")
print(f"sound damping Gamma = {Gamma:.4f} sigma^2/tau")
print(f"heat-shear amplitude = {A_heat:.5f} unit of C * tau^1.5")
print(f"sound-sound amplitude = {A_sound:.5f} unit of C * tau^1.5")
print(f"total amplitude = {A_total:.5f} unit of C * tau^1.5")
print(f"sound share of tail = {100*A_sound/A_total:.1f} percent")
print(f"heat-shear part at 10 tau = {heat_ex:.3e} unit of C")
print(f"sound-sound part at 10 tau = {sound_ex:.3e} unit of C")
print(f"tail C at 10 tau = {tail_ex:.3e} unit of C")
print(f"conductivity after 10 tau = {missing:.5f} kB/(sigma*tau)")
print(f"same, share of conductivity = {100*missing/conductivity:.2f} percent")
for t in (5, 10, 50):
    ratio = full_correlation(t, 3) / sum(tail_parts(t))
    print(f"full linear theory / tail at {t} tau = {ratio:.4f}")
print(f"three-velocity term / tail at 10 tau = {three_velocity/tail_ex:.1e}")
for L in (20, 50, 100):
    ratio = box_correlation(L, t_ex) / tail_ex
    print(f"box {L} sigma: N = {density*L**3:.0f}, sound crossing = {L/c:.2f} tau")
    print(f"box {L} sigma: C(box)/tail at 10 tau = {ratio:.3f}")
print(f"k=0 loss, box 100 sigma, 12 tau: sum = {loss:.3e} unit of C")
print(f"k=0 loss, box 100 sigma: formula = {loss_formula:.3e} unit of C")
for d in (2, 3):
    print(f"d={d}: exponent from 200 to 800 tau = {exponent[d]:.4f}")
    print(f"d={d}: full linear theory / tail at 800 tau = {late_ratio[d]:.5f}")
print(f"random fields, 400 sigma: C(240 tau)/C(0) = {products_t.mean()/C0_box:.4f}")
print(f"statistical error of that ratio = {err_t/C0_box:.4f}")
print(f"pair formula for that ratio = {Ct_box/C0_box:.4f}")
print(f"self-consistent d=1 time exponent = {power_1d:.4f}")
print(f"self-consistent d=2 exponent of ln(t) = {log_power_2d:.4f}")
print("finished without a failed check")
```

Printed output:

```
Reduced units: sigma, m, kB*T; tau = sigma*sqrt(m/(kB*T))
Unit of C: (kB*T)^3/(m*sigma^3)
density = 0.50 sigma^-3
packing fraction = 0.2618 (no unit)
shear viscosity = 0.50 m/(sigma*tau)
bulk viscosity = 0.40 m/(sigma*tau)
thermal conductivity = 2.40 kB/(sigma*tau)
compressibility factor Z = 3.2624 (no unit)
(dp/dn)_T = 7.5912 kB*T
cv = 1.500 kB/m
cp = 2.9021 kB/m
gamma = cp/cv = 1.9347 (no unit)
sound speed = 3.8323 sigma/tau
kinematic viscosity nu = 1.0000 sigma^2/tau
thermal diffusivity DT = 1.6540 sigma^2/tau
sound damping Gamma = 3.6793 sigma^2/tau
heat-shear amplitude = 0.01005 unit of C * tau^1.5
sound-sound amplitude = 0.01557 unit of C * tau^1.5
total amplitude = 0.02562 unit of C * tau^1.5
sound share of tail = 60.8 percent
heat-shear part at 10 tau = 3.177e-04 unit of C
sound-sound part at 10 tau = 4.924e-04 unit of C
tail C at 10 tau = 8.101e-04 unit of C
conductivity after 10 tau = 0.01620 kB/(sigma*tau)
same, share of conductivity = 0.68 percent
full linear theory / tail at 5 tau = 0.9858
full linear theory / tail at 10 tau = 1.0044
full linear theory / tail at 50 tau = 1.0009
three-velocity term / tail at 10 tau = 6.0e-04
box 20 sigma: N = 4000, sound crossing = 5.22 tau
box 20 sigma: C(box)/tail at 10 tau = 0.759
box 50 sigma: N = 62500, sound crossing = 13.05 tau
box 50 sigma: C(box)/tail at 10 tau = 1.239
box 100 sigma: N = 500000, sound crossing = 26.09 tau
box 100 sigma: C(box)/tail at 10 tau = 0.978
k=0 loss, box 100 sigma, 12 tau: sum = 1.760e-05 unit of C
k=0 loss, box 100 sigma: formula = 1.759e-05 unit of C
d=2: exponent from 200 to 800 tau = -0.9989
d=2: full linear theory / tail at 800 tau = 0.99952
d=3: exponent from 200 to 800 tau = -1.5001
d=3: full linear theory / tail at 800 tau = 1.00006
random fields, 400 sigma: C(240 tau)/C(0) = 0.1552
statistical error of that ratio = 0.0013
pair formula for that ratio = 0.1530
self-consistent d=1 time exponent = -0.6667
self-consistent d=2 exponent of ln(t) = -0.4972
finished without a failed check
```
